# Parallel-Pumping Threshold of a Macrospin: Linewidth, Ellipticity and the Circular Limit, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Elliptical precession, linewidth and the power balance

Anyone who simulates or builds a parallel-pumped magnetic element has to choose the range of pump amplitudes to sweep. If the magnetization stays quiet over that range, a second decision follows: whether to raise the pump further or to change the geometry. Both decisions hang on one threshold. For a macrospin pumped at twice its resonance frequency, with damping and pump both weak, the threshold amplitude is

$$b_{\rm th}=\frac{\Delta B}{D}. \tag{1}$$

Here $\Delta B$ is the resonance linewidth in field, and $D$ is a number between 0 and 1 that measures how elliptical the precession is. A narrow line lowers the threshold and a nearly circular orbit raises it. Very close to circular precession equation (1) itself fails: the threshold rises faster than $1/D$ and then ceases to exist, so that for the uniform precession a stronger pump is no remedy.

### Energy and sign conventions

The element has volume $V$ and saturation magnetization $M_s$, and its magnetization is uniform with direction $\mathbf m$, $|\mathbf m|=1$. A static field $B_0$ and a pump field $b\cos\omega_pt$ both point along $x$, which is also the equilibrium direction. This is what "parallel" means: the pump exerts no torque on a spin at rest. With demagnetizing factors $N_x,N_y,N_z$ the energy density is

$$\frac{E}{V}=-M_s(B_0+b\cos\omega_pt)\,m_x+\frac{\mu_0M_s^2}{2}\left(N_xm_x^2+N_ym_y^2+N_zm_z^2\right). \tag{2}$$

The effective field is $\mathbf B=-M_s^{-1}\,\partial(E/V)/\partial\mathbf m$, with components

$$B_x=B_0+b\cos\omega_pt-\mu_0M_sN_xm_x,\quad B_y=-\mu_0M_sN_ym_y,\quad B_z=-\mu_0M_sN_zm_z. \tag{3}$$

The motion follows the Landau–Lifshitz–Gilbert equation

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m},\qquad \gamma>0, \tag{4}$$

with Gilbert damping $\alpha\ll1$. Crystalline anisotropy is left out. If it is present with its principal axes along $x$, $y$ and $z$, and $x$ remains the equilibrium direction, it only adds a constant to each of the two stiffness fields defined below, and the derivation in terms of these fields is unchanged.

### Demagnetizing factors of a flat elliptical element

For a body of any shape with uniform magnetization, the magnetostatic energy is the Coulomb energy of the surface charges $M_s\,\mathbf m\cdot\mathbf n$, where $\mathbf n$ is the outward normal. Setting $\mathbf m=\hat{\mathbf x}$ and equating that energy to $\tfrac12\mu_0M_s^2N_xV$ gives

$$N_x=\frac{1}{4\pi V}\oint\!\oint\frac{n_xn_x'}{|\mathbf r-\mathbf r'|}\,dS\,dS'. \tag{5}$$

Let the element be an elliptical cylinder of thickness $d$ with semi-axes $p$ along $x$ and $q$ along $y$. A point on the rim is $(p\cos\phi,\,q\sin\phi)$, and the normal times the line element is $(q\cos\phi,\,p\sin\phi)\,d\phi$. For two wall lines a horizontal distance $\rho$ apart, the integral over both heights depends on the height difference $u$ alone. The difference $u$ occurs with weight $d-u$, once for each sign:

$$F(\rho)=2\int_0^d\frac{d-u}{\sqrt{\rho^2+u^2}}\,du
=2\left[d\,\operatorname{arsinh}\frac d\rho-\sqrt{\rho^2+d^2}+\rho\right]. \tag{6}$$

The in-plane factors are therefore

$$N_x=\frac{q^2}{4\pi V}\int_0^{2\pi}\!\!\int_0^{2\pi}\cos\phi\cos\phi'\,F\,d\phi\,d\phi',\qquad
N_y=\frac{p^2}{4\pi V}\int_0^{2\pi}\!\!\int_0^{2\pi}\sin\phi\sin\phi'\,F\,d\phi\,d\phi'. \tag{7}$$

The third factor follows from a sum rule. By Gauss's theorem the surface integral (5) equals a double volume integral of $\partial_x\partial_x'|\mathbf r-\mathbf r'|^{-1}=-\partial_x^2|\mathbf r-\mathbf r'|^{-1}$. Adding the three directions produces $-\nabla^2|\mathbf r-\mathbf r'|^{-1}=4\pi\delta(\mathbf r-\mathbf r')$, and hence $N_x+N_y+N_z=1$. Mirror symmetry removes the off-diagonal terms.

### Linearized motion

Near equilibrium write $m_y=y$ and $m_z=z$, both small, so that $m_x=1-(y^2+z^2)/2$ differs from 1 at second order. To first order the torque components are

$$(\mathbf m\times\mathbf B)_y=zB_x-m_xB_z=z\left[B_0+b\cos\omega_pt+\mu_0M_s(N_z-N_x)\right],$$

$$(\mathbf m\times\mathbf B)_z=m_xB_y-yB_x=-y\left[B_0+b\cos\omega_pt+\mu_0M_s(N_y-N_x)\right].$$

The static parts of the brackets are the stiffness fields for tilts in the plane and out of it:

$$B_1=B_0+\mu_0M_s(N_y-N_x),\qquad B_2=B_0+\mu_0M_s(N_z-N_x). \tag{8}$$

The equilibrium is stable when both are positive. For a flat element $N_z>N_y$, so $B_2>B_1$. Define $\omega_i=\gamma B_i$ and the pump term $P(t)=\gamma b\cos\omega_pt$. The damping torque has components $(\mathbf m\times\dot{\mathbf m})_y=-\dot z$ and $(\mathbf m\times\dot{\mathbf m})_z=\dot y$ to first order, so

$$\dot y=-(\omega_2+P)z-\alpha\dot z,\qquad \dot z=(\omega_1+P)y+\alpha\dot y.$$

Inserting each equation into the damping term of the other, and moving the resulting $-\alpha^2\dot y$ and $-\alpha^2\dot z$ to the left, gives

$$\begin{aligned}(1+\alpha^2)\dot y&=-(\omega_2+P)z-\alpha(\omega_1+P)y,\\
(1+\alpha^2)\dot z&=(\omega_1+P)y-\alpha(\omega_2+P)z.\end{aligned} \tag{9}$$

The pump changes both stiffnesses by the same amount. This is why a difference between $\omega_1$ and $\omega_2$ will be needed for it to feed the precession.

### The free orbit and its longitudinal oscillation

Without pump and damping, $\dot y=-\omega_2z$ and $\dot z=\omega_1y$. Differentiating the first equation and using the second gives $\ddot y=-\omega_1\omega_2y$. The resonance frequency and the orbit are

$$\omega_0=\sqrt{\omega_1\omega_2},\qquad y=y_0\cos\omega_0t,\qquad z=-\frac{\dot y}{\omega_2}=\sqrt{\frac{\omega_1}{\omega_2}}\,y_0\sin\omega_0t. \tag{10}$$

The tip of $\mathbf m$ traces an ellipse that is long in the soft direction $y$. Since $|\mathbf m|=1$, the longitudinal component must dip further when the tip is at the far ends of the ellipse, which happens twice per turn:

$$1-m_x=\frac{y^2+z^2}{2}=\frac{y_0^2}{4}\left(1+\frac{\omega_1}{\omega_2}\right)\left[1+D\cos2\omega_0t\right],\qquad D=\frac{\omega_2-\omega_1}{\omega_2+\omega_1}. \tag{11}$$

This follows from $\cos^2\theta=(1+\cos2\theta)/2$ and $\sin^2\theta=(1-\cos2\theta)/2$. The constant part is proportional to $1+\omega_1/\omega_2$ and the oscillating part to $1-\omega_1/\omega_2$, and their ratio is $D$. Thus $D$ is the modulation depth of $1-m_x$. It vanishes for a circle and approaches 1 for a very flat ellipse.

### Loss rate

With damping but no pump, equations (9) have a constant matrix with trace $-\alpha(\omega_1+\omega_2)/(1+\alpha^2)$. For an oscillating solution the two eigenvalues are complex conjugates, so each has half the trace as its real part. To first order in $\alpha$ the amplitude decays as $e^{-\Gamma t}$ with

$$\Gamma=\frac{\alpha(\omega_1+\omega_2)}{2}. \tag{12}$$

The neglected factor $1/(1+\alpha^2)$ is a relative change of $10^{-4}$ for $\alpha=0.01$. The energy of the precession is quadratic in the amplitude and decays at the rate $2\Gamma$.

### Linewidth in field

Resonance can be recorded at fixed frequency while the bias is swept. A weak transverse field $b_y e^{i\omega t}$ adds $b_y$ to $B_y$ and hence $-\gamma b_y$ to $\dot z$. For a response proportional to $e^{i\omega t}$,

$$i\omega y+(\omega_2+i\alpha\omega)z=0,\qquad i\omega z-(\omega_1+i\alpha\omega)y=-\gamma b_y.$$

The first equation gives $z=-i\omega y/(\omega_2+i\alpha\omega)$. Substituted in the second, it yields

$$y=\frac{\gamma b_y(\omega_2+i\alpha\omega)}{(\omega_1+i\alpha\omega)(\omega_2+i\alpha\omega)-\omega^2}.$$

Let $\omega_1\omega_2=\omega^2$ hold at one bias, and let the bias depart from it by $\beta$. Both stiffness frequencies then change by $\gamma\beta$. To first order in $\beta$ and $\alpha$ the denominator becomes $(\omega_1+\omega_2)(\gamma\beta+i\alpha\omega)$, and the absorbing part of the response is

$$-\operatorname{Im}y\simeq\frac{\gamma b_y\,\omega_2}{\omega_1+\omega_2}\;\frac{\alpha\omega}{\gamma^2\beta^2+\alpha^2\omega^2}. \tag{13}$$

This Lorentzian falls to half its height at $\gamma\beta=\pm\alpha\omega$. With $\omega=\omega_0$ the full width at half maximum is

$$\Delta B=\frac{2\alpha\omega_0}{\gamma}=\frac{4\Gamma\omega_0}{\gamma(\omega_1+\omega_2)}, \tag{14}$$

where the second form uses (12). Two conversions matter when a measured width is inserted. If the instrument records the field derivative of the absorption, the extrema of the derivative lie where the second derivative of $1/(\beta^2+w^2)$ vanishes, at $\beta=\pm w/\sqrt3$ with $w=\Delta B/2$. The peak-to-peak width must then be multiplied by $\sqrt3$ to give $\Delta B$. If the width comes from an array of unequal elements, part of it is a spread of resonance fields. That part is not a loss of any single element and does not belong in $\Gamma$.

### Power balance

The threshold can already be found from energy, provided the pump has the most favourable phase. Let $E_0$ be the energy without the pump term. In the absence of damping, the total energy $E=E_0-M_sVb(t)m_x$ changes through its explicit time dependence, $dE/dt=-M_sV\dot b\,m_x$. Hence

$$\frac{dE_0}{dt}=\frac{dE}{dt}+M_sV(\dot b\,m_x+b\,\dot m_x)=M_sV\,b(t)\,\dot m_x. \tag{15}$$

The pump does work through the longitudinal velocity. From (11),

$$\dot m_x=\frac{y_0^2}{2}\left(1+\frac{\omega_1}{\omega_2}\right)D\,\omega_0\sin2\omega_0t .$$

A pump at $2\omega_0$ in phase with this velocity contributes the average $\langle\sin^2\rangle=\tfrac12$, so the largest mean power is $\tfrac14M_sVb\,y_0^2(1+\omega_1/\omega_2)D\omega_0$. The orbit energy, evaluated where $z=0$, is $\tfrac12M_sVB_1y_0^2$, and the loss is $2\Gamma$ times this, $\Gamma M_sVB_1y_0^2$. Gain and loss are both proportional to $y_0^2$, so the amplitude cancels. This is why there is a threshold and not a gradual response. Equating them gives

$$b_{\rm th}=\frac{4\Gamma B_1}{(1+\omega_1/\omega_2)D\omega_0}
=\frac{4\Gamma\,\omega_1\omega_2}{\gamma(\omega_1+\omega_2)D\,\omega_0}
=\frac{4\Gamma\omega_0}{\gamma(\omega_1+\omega_2)D}=\frac{\Delta B}{D}. \tag{16}$$

The balance does not show that the spin finds the favourable phase by itself, what happens off resonance, or where the formula fails. Those points need the equation of motion for the amplitude.

### Numbers for one element

Take a flat element of $100\times60\times5$ nm with its long axis along $x$. Rough typical values for permalloy are $M_s=800$ kA/m, $g=2.1$ and $\alpha=0.01$, and the bias is 50 mT. Numerical evaluation of (7) on two staggered angular grids, extrapolated in the step size, gives $N_x=0.0511$, $N_y=0.1026$ and $N_z=0.8463$. With $\mu_0M_s=1005.3$ mT,

$$B_1=50+1005.3\times0.0515=101.8\ {\rm mT},\qquad B_2=50+1005.3\times0.7952=849.4\ {\rm mT}.$$

The gyromagnetic ratio is $\gamma/2\pi=29.39$ GHz/T, so the resonance lies at $29.39\sqrt{0.1018\times0.8494}=8.64$ GHz and the pump at 17.29 GHz. The loss rate is $\Gamma=0.878\ {\rm ns^{-1}}$. The linewidth is $2\times0.01\times\sqrt{101.8\times849.4}=5.88$ mT, and the modulation depth is $D=747.6/951.2=0.786$. The orbit is strongly elliptical, as expected for a thin element magnetized in its plane.

## Part 2. The instability, its circular limit and its use

The following symbols and results carry over. The transverse components $y$ and $z$ have stiffness frequencies $\omega_1<\omega_2$, with $\omega_i=\gamma B_i$ and resonance at $\omega_0=\sqrt{\omega_1\omega_2}$. The pump enters as $P(t)=\gamma b\cos\omega_pt$, added to both stiffnesses in the linear equations (9). The amplitude decays at $\Gamma=\alpha(\omega_1+\omega_2)/2$, the field linewidth is $\Delta B=2\alpha\omega_0/\gamma$, and $D=(\omega_2-\omega_1)/(\omega_2+\omega_1)$. A power balance gave $b_{\rm th}=\Delta B/D$ for a favourable pump phase.

### From an ellipse to a circle

Rescale the components so that the free orbit becomes a circle: $y=sY$, $z=Z/s$, with $s=(\omega_2/\omega_1)^{1/4}$. Then $\dot Y=-\omega_2Z/s^2=-\omega_0Z$ and $\dot Z=s^2\omega_1Y=\omega_0Y$, and the combination $c=Y+iZ$ obeys $\dot c=i\omega_0c$.

The pump terms $-Pz$ and $+Py$ turn into $-rPZ$ and $PY/r$, where $r=1/s^2=\sqrt{\omega_1/\omega_2}$. With $Y=(c+c^*)/2$ and $Z=-i(c-c^*)/2$,

$$-rPZ+\frac{i}{r}PY=\frac{iP}{2}\left[\left(\frac1r+r\right)c+\left(\frac1r-r\right)c^*\right]
=\frac{iP}{2\omega_0}\left[(\omega_1+\omega_2)c+(\omega_2-\omega_1)c^*\right]. \tag{17}$$

The term in $c$ makes the spin precess faster and slower in turn. The term in $c^*$ can change the amplitude, and it is proportional to the difference of the stiffnesses.

The static damping gives

$$-\alpha\omega_1Y-i\alpha\omega_2Z=-\Gamma c+\frac{\alpha(\omega_2-\omega_1)}{2}\,c^*.$$

The damping also contains the pump, as $-\alpha PY-i\alpha PZ=-\alpha Pc$. This has no $c^*$ part, so the modulated damping does not add to the parametric coupling at this order.

The power balance has given the threshold $\Delta B/D$ for the most favourable pump phase, and the equation for $c$ shows that the pump can change the amplitude only through a term proportional to $\omega_2-\omega_1$. It remains to show that the spin finds this phase by itself, and to find what happens off resonance and where the formula fails.
